Kerker damping belongs on the charge, not on each spin density

**Comment on the proposal to apply Kerker damping to each spin density**

The proposal should be rejected. Damping n↑ and n↓ separately with the Kerker factor damps the magnetization by the same factor. The total input moment then never changes, so the loop can stop at a point that is not self-consistent, and under linear mixing in a nearly homogeneous metal long-wavelength magnetization needs a number of steps growing as the square of the cell length. The damping belongs on the charge. One part of the argument survives: in a polarized metal a charge error does drive the magnetization through the Coulomb kernel, but this coupling can be removed without damping the magnetization.

**The argument under review.** It runs as follows. Each spin density feels the Hartree potential, so the response of each contains 4π/q²; each therefore sloshes and must be multiplied by p(q) = q²/(q² + k0²).

**Conventions.** I use Hartree atomic units, collinear LSDA, density mixing in a periodic cell and one Fermi level μ for both spins, with n = n↑ + n↓ and m = n↑ − n↓. The map F takes an input density x to the output density, the residual is R = F(x) − x, and a step is x → x + αPR with a preconditioner P.

**1. What the proposal does.** Adding and subtracting the updates δn↑ = αpR↑ and δn↓ = αpR↓ gives

δn(q) = αp(q)R_n(q),  δm(q) = αp(q)R_m(q).

Since p(0) = 0, δm(0) = 0 whatever R_m(0) is. For the charge this costs nothing, because μ is adjusted so that R_n(0) = 0. No such condition holds for m. Anderson or Pulay acceleration does not help: the new input is Σ c_i (x_i + αPR_i) with Σ c_i = 1, every term has the starting moment m₀, and so the sum has Σ c_i m₀ = m₀. This holds for any system, homogeneous or not.

A loop that monitors PR, or the change of the input density, reports convergence with R_m(0) ≠ 0. That point is not a fixed-spin-moment solution, in which two Fermi levels force the output moment to equal the input moment. Here the potential is built from one moment and the occupied orbitals carry another.

**2. Linearization.** Let x* be a homogeneous metallic fixed point and e = x − x* a small error of wavevector q ≠ 0. It changes the potential by Ke and the output by χ0Ke, so R = −Je and

J = 1 − χ0K,  e → (1 − αPJ)e.

In the spin basis χ0 = diag(χ↑, χ↓) and K_σσ' = v + f_σσ', where v = 4π/q² and f_σσ' is the second derivative of the LSDA energy density. The response of spin σ is

χσ(q) = ∫ d³k/(2π)³ [f(ε_k) − f(ε_{k+q})]/(ε_k − ε_{k+q}),

with f the Fermi function. As q → 0 the quotient becomes ∂f/∂ε, so χσ → −Dσ, the thermally averaged density of states at μ; inversion symmetry makes the correction O(q²). For a filled sphere of radius κ and q along z, shifting k → k − q in the second term and then k_z → −k_z makes the two terms equal. The transverse discs have area π(κ² − k_z²), so with k_z = κt and y = q/2κ,

χσ = −(κ²/4π²q) P∫₋₁¹ (1 − t²)/(t + y) dt.

Writing 1 − t² = (1 − y²) − (t + y)(t − y), the integral is (1 − y²) ln|(1+y)/(1−y)| + 2y, and κ²/4π²q = κ/8π²y, so

χσ = −(κ/2π²)[1/2 + (1 − y²)/(4y) · ln|(1+y)/(1−y)|].

At finite smearing f is an average of step functions with weight −∂f/∂ε, and χσ, being linear in f, is averaged in the same way.

**3. Where the divergence sits.** For small q, J_σσ' = δ_σσ' + Dσ(v + f_σσ'). All four elements contain v, as the argument says. But the divergent part, v times the column (D↑, D↓) times the row (1, 1), has rank one and annihilates (1, −1), a pure magnetization error. The argument mistakes divergent elements for divergent eigenvalues.

To pass to (n, m), define u = (V↑ + V↓)/2 and w = (V↑ − V↓)/2 and insert δn↑,↓ = (δn ± δm)/2 into δVσ = Σ K_σσ' δn_σ':

δu = (v + f_nn)δn + f_nm δm,  δw = f_nm δn + f_mm δm,
f_nn = (f↑↑ + 2f↑↓ + f↓↓)/4,  f_nm = (f↑↑ − f↓↓)/4,  f_mm = (f↑↑ − 2f↑↓ + f↓↓)/4.

The constant v cancels everywhere except in the nn element. The outputs are δn↑ = −D↑(δu + δw) and δn↓ = −D↓(δu − δw). With D = D↑ + D↓ and Δ = D↑ − D↓ their sum is −Dδu − Δδw and their difference −Δδu − Dδw. Hence

J_nn = 1 + D(v + f_nn) + Δf_nm,  J_nm = Df_nm + Δf_mm,
J_mn = Δ(v + f_nn) + Df_nm,  J_mm = 1 + Δf_nm + Df_mm.

The O(q²) part of χσ, multiplied by v, adds finite constants to J_nn and J_mn, which do not affect the limits of the eigenvalues below. In a paramagnet Δ = f_nm = 0 and J is diagonal, with J_mm = 1 + Df_mm, the Stoner factor; it lies below 1 when f_mm < 0.

In a polarized metal the trace is t = Dv + O(1). The terms of the determinant d = J_nnJ_mm − J_nmJ_mn proportional to v are

v[D + DΔf_nm + D²f_mm − ΔDf_nm − Δ²f_mm] = v[D + (D² − Δ²)f_mm].

The eigenvalues obey λ₊ + λ₋ = t and λ₊λ₋ = d. Both t and d are of order v, so λ₊ ≈ t and λ₋ ≈ d/t. With D² − Δ² = 4D↑D↓,

λ₊ ≈ 4πD/q²,  λ₋ → ε_m = 1 + (4D↑D↓/D) f_mm.

The mode q = 0 gives the same ε_m. A uniform δm produces δnσ = Dσ(δμ − δVσ), and zero total fixes δμ = (D↑δV↑ + D↓δV↓)/D. Then δm_out = 2δn↑ = 2(D↑D↓/D)(δV↓ − δV↑) = −(4D↑D↓/D)δw, with δw = f_mm δm, and 1 − δm_out/δm = ε_m.

The statement that the magnetic channel has no Coulomb divergence is therefore true of the kernel, of the m column of J and of λ₋. It is false of J_mn ≈ Δv.

**4. Rates.** Under the proposal P = p·1, so the eigenvalues of PJ are pλ±. With k0² = 4πD, pλ₊ → 1, which is the purpose of the damping. The slow factor is ρ = 1 − αpλ₋ ≈ 1 − αε_m q²/k0². Reducing the error by τ takes N = ln τ/ln ρ steps, and with ln ρ ≈ ρ − 1 and q = 2π/L,

N ≈ ln(1/τ) k0² L²/(4π²αε_m).

A floor p → max(p, a) replaces freezing by the factor 1 − αaε_m at q = 0. Applied to each spin density it also floors the charge: wherever p(q) < a the fast mode has the factor 1 − αaλ₊, which is stable only if a < 2/(αλ₊) ≈ 2q²/(αk0²). A fixed floor therefore brings charge sloshing back in a long enough cell, unless it is placed on the magnetization alone.

For charge-only damping, P = diag(p, 1). Since pv = 4π/(q² + k0²) → 1/D, the diagonal of PJ tends to (1, J_mm) and the off-diagonal product pJ_nmJ_mn tends to (Δ/D)J_nm. The trace is 1 + J_mm, and

det PJ → J_mm − (Δ/D)J_nm = 1 + (D − Δ²/D)f_mm = ε_m.

Both eigenvalues tend to finite limits, so the asymptotic rate becomes independent of L at large L. Their product is ε_m > 0, so their real parts are positive provided the trace 1 + J_mm is positive, and a small enough α then makes these long-wavelength modes converge. The element J_mn remains: a pure charge error δn creates, in one step, a magnetization error −αJ_mn δn. When the loop converges this is a transient, but its size αJ_mn ≈ αΔv grows as L² (0.8 × 16.28 = 13 in the example below at L = 100 bohr). Removing it at an L-independent rate costs additional steps that grow as ln L, and counts taken from eigenvalues alone leave these out.

The divergent part of this coupling is removed by inverting the Hartree part of J, whose rows are (1 + Dv, 0) and (Δv, 1). Since 1/(1 + Dv) = p, the inverse updates

δn = αpR_n,  δm = α[R_m − 4πΔ/(q² + k0²) · R_n].

Now (PJ)_mn = J_mn − Δpv J_nn, and pv(1 + Dv) = v cancels Δv, leaving a finite number. Also (PJ)_nm = pJ_nm → 0, (PJ)_nn → 1 and (PJ)_mm → J_mm − (Δ/D)J_nm = ε_m. The limit is triangular, with eigenvalues 1 and ε_m. I call this form spin-aware.

**5. Numerical example.** The chosen inputs are jellium with rs = 4 bohr (n = 3.7302×10⁻³ bohr⁻³), Fermi smearing 0.005 Ha, Slater exchange with PW92 correlation, L = 100 bohr, α = 0.8, and a uniform splitting V↑,↓ = ∓b0 with b0 = 0.015 Ha = 0.408 eV. This is a model exchange field, since b0/μB is about 7050 T. The map F was evaluated by diagonalization in 49 plane waves along z with 8 k points and analytic transverse integration. The formulas were evaluated independently by quadrature.

Both routes give m/n = 0.308115. Quadrature gives D↑ = 0.026554, D↓ = 0.021443, D = 0.047997 and Δ = 0.005111 Ha⁻¹bohr⁻³, with f_nm = 1.3419 and f_mm = −7.9318 Ha bohr³. Then

ε_m = 1 − (4 × 0.026554 × 0.021443/0.047997) × 7.9318 = 1 − 0.04745 × 7.9318 = 0.6236,

and a finite difference of F at q = 0 gives 0.623617. At q1 = 0.062832 bohr⁻¹, v = 3183.1, and J, reproduced by finite differences, has J_nn = 152.81, J_nm = 0.0237, J_mn = 16.28 (Δv = 16.27) and J_mm = 0.6267, with eigenvalues 152.81 and 0.6242. At q = 0.001 bohr⁻¹ they are 6.03×10⁵ and 0.62362.

With k0² = 4π × 0.047997 = 0.60315 bohr⁻² and p(q1) = 0.006503,

ρ = 1 − 0.8 × 0.006503 × 0.6242 = 0.996753,

which is also the factor measured in actual iterations. Ten steps leave 0.968 of an initial m(q1) error, against 1.04×10⁻³ for charge-only and 0.99×10⁻³ for spin-aware damping. The steps needed for τ = 10⁻⁶ at q = 2π/L, from the largest eigenvalue of 1 − αPJ, are:

L (bohr)   per spin   L² estimate   charge only   spin-aware
25          281         264           19.8          19.6
100         4248        4231          20.2          20.0
400         67710       67693         20.2          20.0

The estimate is low by about 17 steps throughout. With x = αpλ₋, 1/|ln ρ| ≈ 1/x − 1/2 and 1/p = 1 + k0²/q², so three L-independent terms remain: ln(1/τ)/(αε_m) = 27.7 from p, −ln(1/τ)/2 = −6.9 from ln ρ, and about −4 from the O(q²) rise of λ₋ (4231 × (1 − 0.6236/0.6242) at L = 100 bohr). At q = 0 an undamped moment has the factor 1 − 0.8 × 0.6236 = 0.5011 (20 steps), and a floor a = 0.1 gives 1 − 0.8 × 0.1 × 0.6236 = 0.9501 (270 steps) for that mode. The same floor on each spin density gives the charge mode at q1 the factor 1 − 0.8 × 0.1 × 152.81 = −11.2, so at L = 100 bohr the fixed point is unstable under the floored per-spin loop; stability of this mode needs a < 2/(0.8 × 152.81) = 0.016. At q = 0.001 the charge-only eigenvalues are 0.61948 and 1.00668. Their product is 0.6236, and their sum 1.6262 equals 1 + J_mm = 2 + 0.005111 × 1.3419 − 0.047997 × 7.9318. There (PJ)_mn is 6.4×10⁴, against 0.112 in the spin-aware form.

Started from m = 0, the homogeneous gas has PR = 0 at once under the proposal, while its output is m/n = 0.194616, or 0.6316 of the true moment. In linear theory m_out = Db0 and m* = Db0/ε_m, so the ratio is the paramagnetic Stoner factor, computed as 0.6320; the small difference is nonlinearity in b0. The frozen loop loses the whole exchange-correlation enhancement.

Next a field modulation 0.005 cos(q1z) Ha and a spin-independent potential 0.02 cos(q1z) Ha were added, again starting from m = 0. Charge-only and spin-aware mixing reach the same solution, m(0)/n = 0.307827 and m(q1)/n = 0.101516, each in 27 steps to a residual below 10⁻⁹ n. The spin-aware term saves no steps in this example (Δ/D ≈ 0.11); other polarizations were not tested. After 200 per-spin linear steps the input moment is exactly zero and m(q1)/n = 0.0489. In this cell Anderson mixing overcomes the slowness at q ≠ 0 and stops after 23 steps with |PR|/n = 8.8×10⁻¹⁰, at zero input moment and output moment 0.19437 n. Its m(q1)/n = 0.10110 was confirmed by charge-only mixing with the uniform moment pinned. For these inputs the modulation lies within 0.5% of the true value 0.101516, an agreement not shown to hold in general, so here the modulation alone does not reveal the false solution, whereas the undamped residual R_m(0) does.

**6. Scope.** The rates assume a stable, nearly homogeneous collinear metal with ε_m > 0. As ε_m → 0, near a Stoner instability, every linear scheme here slows as 1/ε_m. Damping the long-wavelength moment makes this worse. A larger step on the whole magnetization is of limited help: χσ → 0 at large q, so J → 1 there and α must stay below 2. For ε_m < 0 the undamped factor 1 − αε_m exceeds 1 and any small seed moment carries the loop away from the unstable state, whereas the proposal keeps a uniform seed at its starting size, and a modulated seed with λ₋(q) < 0 grows only by the factor 1 − αpλ₋ per step. In a half-metal D↓ = 0 gives ε_m = 1 and Δ = D: the output moment is rigid, and the ratio J_mn/J_nn, which tends to Δ/D as q → 0, has its largest possible value, 1. In an insulator χ0 vanishes as q², vχ0 is finite, and Kerker damping is unjustified even for the charge. Freezing is harmless only when the starting moment is already that of the self-consistent solution sought; a self-consistent but unstable moment, such as m = 0 with ε_m < 0, is frozen as well. Transverse, noncollinear modes are not covered.

Values computed for the example and the checks

```
rs=4.0 bohr, n=3.730194e-03 bohr^-3, smearing=0.005 Ha, L=100.0 bohr, q1=0.062832 bohr^-1
alpha=0.8, floor a_min=0.1, b1=0.005 Ha, V0=0.02 Ha, 49 plane waves, 8 k points
b0=0.015 Ha = 0.4082 eV, b0/mu_B = 7052 T
m/n: quadrature 0.308115, charge-only SCF 0.308115
mu_up=0.137519, mu_dn=0.089809 Ha (from band bottoms)
D_up=0.026554, D_dn=0.021443, D=0.047997, Delta=0.005111 Ha^-1 bohr^-3
k0^2=0.60315 bohr^-2, k0=0.77662 bohr^-1, p(q1)=0.006503
f_nn=-15.6222, f_nm=1.3419, f_mm=-7.9318 Ha bohr^3, 4pi/q1^2=3183.1
eps_m(q=0): formula 0.623617, finite difference 0.623617
q=0.0628: Jnn=152.8097 Jnm=0.0237 Jmn=16.2778 Jmm=0.6267 eig 0.6242 152.8122
q=0.1257: Jnn=38.2284 Jnm=0.0232 Jmn=4.0756 Jmm=0.6285 eig 0.6260 38.2309
q=0.3142: Jnn=6.1644 Jnm=0.0198 Jmn=0.6558 Jmm=0.6409 eig 0.6386 6.1667
q=0.6283: Jnn=1.6565 Jnm=0.0044 Jmn=0.1542 Jmm=0.6912 eig 0.6905 1.6572
paramagnet: f_mm=-7.5813 Ha bohr^3, eps_m(0)=0.63203, at q1 eps_n=154.534 eps_m=0.63256
q=0.001: eig(J)=0.62362,6.0315e+05; eig(PJ) charge-only 0.61948,1.00668
q=0.001: eig(PJ) spin-aware 0.62362,1.00000; (PJ)mn charge-only 6.4228e+04, aware 0.1122
spin: m(q1) error left after 10 steps 9.67982e-01 (formula 9.67982e-01), rho=0.996753
charge: m(q1) error left after 10 steps 1.03859e-03 (formula 1.03859e-03), rho=0.503985
aware: m(q1) error left after 10 steps 9.89325e-04 (formula 9.89325e-04), rho=0.500656
per-spin measured factor per step at q1: 0.996753
floored per-spin, q=0: factor 0.95011 (formula 0.95011), steps to 1e-6: 270
undamped moment, q=0: factor 0.50111, steps to 1e-6: 20.0
steps to reduce the q=2pi/L error by 1e-6: per-spin, L^2 estimate, charge-only, spin-aware
L=25 bohr: 281  264  19.8  19.6
L=50 bohr: 1074  1058  20.1  19.9
L=100 bohr: 4248  4231  20.2  20.0
L=200 bohr: 16940  16923  20.2  20.0
L=400 bohr: 67710  67693  20.2  20.0
homogeneous, m_in=0: m_out/n=0.194616 (quadrature 0.194616), ratio to true 0.6316
modulated, true: m(0)/n=0.307827, m(q1)/n=0.101516, n(q1)/n=-0.001652
steps to residual 1e-9 n: charge-only 27, spin-aware 27
per-spin linear, 200 steps: m_in(0)/n=0.0e+00, m_in(q1)/n=0.048915
per-spin Anderson: 23 steps, max|PR|/n=8.8e-10, m_in(0)/n=0.0e+00
false fixed point: m_out(0)/n=0.19437, m(q1)/n=0.10110 (pinned route 0.10110)
```
